# Singlet-Triplet Mixing in the Fine Structure of High-L Helium, part 1

(Sections cited here and not found follow in the second part.)

## The four-level magnetic matrix

In helium with one electron in the 1s orbital and the other in an orbital with $n=10$, a first-order calculation gives two levels with $J=L$ for each $L\ge1$. For $L=2$ the lower of them is a triplet with a singlet weight of $2.7\times10^{-5}$. For $L=4$ the singlet weight is 0.48, and the words singlet and triplet no longer describe the state. In this first-order calculation two steps in $L$ have changed the weight by more than four orders of magnitude, although the magnetic coupling responsible for the mixing became weaker, falling from 42.9 to 13.1 MHz. The explanation requires the magnetic energies of all four fine-structure levels and the electrostatic energy that competes with them.

The inner electron, labelled 1, occupies the 1s orbital $\phi$ of the ion He$^+$, with nuclear charge 2. The outer electron, labelled 2, occupies a hydrogenic orbital $\psi$ with quantum numbers $n$ and $L\ge2$. It moves in the field of charge 1, because the inner electron screens one unit of the nuclear charge. The nucleus is infinitely heavy and has no spin. Hartree atomic units are used, with $\alpha$ the fine-structure constant, and the numerical energies are given in MHz. States with other $n$ or $L$ are left out, which is safe when their distance from the level considered is large compared with the magnetic energies. For $n=10$ and $L=4$ the nearest such level, $L=5$, is about 490 MHz away, mainly because the outer electron polarizes the core, while the magnetic energies are at most about 14 MHz. The magnetic operators conserve parity, so they cannot couple $L=4$ to $L=5$ at all, and the nearest level of the same parity, $L=6$, is farther still.

Electrons are identical, so the labels inner and outer need a justification. Let $\chi$ be a spin function of the two electrons and $P$ the operator that exchanges them in both space and spin. The antisymmetric state is $(1-P)\phi(1)\psi(2)\chi/\sqrt2$. For an operator $H$ that treats the electrons alike, its matrix elements are

$$
\langle\phi\psi\chi|H|\phi\psi\chi'\rangle-\langle\phi\psi\chi|HP|\phi\psi\chi'\rangle .
$$

The first, direct, term is what one would write for distinguishable electrons. The second is the exchange term. One-electron operators without spin give no exchange term, since they leave a factor $\langle\psi|\phi\rangle$, which vanishes because the two orbitals have different angular momenta. The repulsion $1/r_{12}$ gives an exchange term $-KP_s$, where $K$ is the exchange integral and $P_s$ exchanges the spins alone. With total spin $\mathbf S=\mathbf s_1+\mathbf s_2$, the product $\mathbf s_1\cdot\mathbf s_2=\tfrac12(\mathbf S^2-\tfrac32)$ equals $\tfrac14$ in a triplet and $-\tfrac34$ in a singlet. Hence $P_s=\tfrac12+2\,\mathbf s_1\cdot\mathbf s_2$ has the required values $+1$ and $-1$, and

$$
H_{\rm ex}=-K\left(\tfrac12+2\,\mathbf s_1\cdot\mathbf s_2\right)
$$

raises the singlet by $K$ and lowers the triplet by $K$. Exchange terms of the magnetic operators are neglected. They carry the same factor $\alpha^2$ as the direct magnetic terms and are smaller than these only because they need the outer electron to overlap the core. Their size is given at the end.

The magnetic energies come from the spin-dependent part of the Breit-Pauli Hamiltonian, which is the starting point here. With $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$ and $\hat{\mathbf r}_{12}$ the unit vector along $\mathbf r_{12}$, it reads

$$
\begin{aligned}
H_{\rm BP}={}&\frac{\alpha^2}{2}\sum_i\frac{2}{r_i^3}\,\mathbf l_i\cdot\mathbf s_i
-\frac{\alpha^2}{2}\sum_{i\ne j}\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3}\cdot(\mathbf s_i+2\mathbf s_j)\\
&+\frac{\alpha^2}{r_{12}^3}\left[\mathbf s_1\cdot\mathbf s_2-3(\mathbf s_1\cdot\hat{\mathbf r}_{12})(\mathbf s_2\cdot\hat{\mathbf r}_{12})\right].
\end{aligned}
$$

The 2 in the first numerator is the nuclear charge. A further spin-spin term, proportional to $\delta(\mathbf r_{12})$, acts when the electrons meet at one point and is neglected together with the other overlap effects.

Each term is now averaged over the inner orbital. Its density is $\rho(r)=(8/\pi)e^{-4r}$, and the charge number inside radius $r$ is

$$
Q(r)=\int_0^r32s^2e^{-4s}\,ds=1-e^{-4r}(1+4r+8r^2).
$$

Differentiating the right side returns $32r^2e^{-4r}$, and it vanishes at $r=0$, which confirms the integral. The nuclear term gives $\alpha^2\,\mathbf l\cdot\mathbf s_2/r^3$ for the outer electron, with $\mathbf r=\mathbf r_2$ and $\mathbf l=\mathbf l_2$. It gives nothing for the inner one, because $\mathbf l_1$ annihilates an s orbital.

In the second sum, take first $i=2$, $j=1$. The average of $\mathbf r_{21}/r_{21}^3$ is the electric field of a spherical unit charge cloud, which is $Q(r)\,\mathbf r/r^3$. Since $\mathbf r\times\mathbf p_2=\mathbf l$, this part becomes $-(\alpha^2/2)\,Q\,\mathbf l\cdot(\mathbf s_2+2\mathbf s_1)/r^3$. For $i=1$, $j=2$ the momentum acts on $\phi$, whose gradient is $-2\phi\,\hat{\mathbf r}_1$. The cross product is then $(\mathbf r_1-\mathbf r_2)\times\hat{\mathbf r}_1=-\mathbf r_2\times\hat{\mathbf r}_1$. The remaining weight depends on $r_1$ and on the angle between $\mathbf r_1$ and $\mathbf r_2$, so the average of $\hat{\mathbf r}_1$ points along $\mathbf r_2$ and the cross product vanishes. The orbital terms add up to

$$
\frac{\alpha^2}{2r^3}\left[(2-Q)\,\mathbf l\cdot\mathbf s_2-2Q\,\mathbf l\cdot\mathbf s_1\right].
$$

Outside the core $Q=1$. The outer spin then has the spin-orbit energy of an electron near a unit charge. The inner spin sits at the centre of the outer orbit. There the circulating charge $-1$ produces the magnetic field $-\alpha\,\mathbf l/r^3$, and the spin moment $-\alpha\,\mathbf s_1$ has the energy $-\alpha^2\,\mathbf l\cdot\mathbf s_1/r^3$ in it. This is the second term, with its sign and its factor of two. The inner spin is therefore coupled to the orbit twice as strongly as the outer one, and with the opposite sign.

For the spin-spin term, away from contact, the tensor $(\delta_{ij}-3\hat r_{12,i}\hat r_{12,j})/r_{12}^3$ equals $-\partial_i\partial_j(1/r_{12})$. Its average follows from the potential $V(r)$ of the cloud, with $V'=-Q/r^2$. For any spherical function, with $\mathbf n=\mathbf r/r$,

$$
\partial_i\partial_jV=\delta_{ij}\frac{V'}{r}+n_in_j\left(V''-\frac{V'}{r}\right),
\qquad
V''-\frac{V'}{r}=\frac{3Q}{r^3}-\frac{Q'}{r^2}.
$$

The traceless part, taken with the minus sign, is $(\delta_{ij}-3n_in_j)(Q-rQ'/3)/r^3$. Outside the core the bracket with $Q$ is again 1. How good this is depends on $L$. The part of $\langle r^{-3}\rangle$ that is lost when $r^{-3}$ is weighted with $Q$ is, for $n=10$, a fraction $9\times10^{-3}$ at $L=2$, $1.2\times10^{-4}$ at $L=3$ and $7\times10^{-7}$ at $L=4$. With the spin-spin weight $Q-rQ'/3$ the loss is larger, $1.9\times10^{-2}$, $3.2\times10^{-4}$ and $2.3\times10^{-6}$. With $Q=1$ and

$$
\beta=\alpha^2\langle r^{-3}\rangle,
$$

the magnetic Hamiltonian of the level is

$$
H_{\rm m}=\frac{\beta}{2}\left(\mathbf l\cdot\mathbf s_2-2\,\mathbf l\cdot\mathbf s_1\right)
+\beta\left[\mathbf s_1\cdot\mathbf s_2-3(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)\right].
$$

The radial average needs two short arguments. The function $u=rR_{nL}$ is an eigenfunction of

$$
h=-\frac12\frac{d^2}{dr^2}+\frac{L(L+1)}{2r^2}-\frac1r,
\qquad
\left[h,\frac{d}{dr}\right]=\frac{L(L+1)}{r^3}-\frac{1}{r^2}.
$$

The expectation value of this commutator vanishes, since $u$ and $u'$ are both zero at the origin for $L\ge1$ and no boundary term arises. Thus $L(L+1)\langle r^{-3}\rangle=\langle r^{-2}\rangle$. Next, at a fixed number of radial nodes $\nu$ the energy is $-\tfrac12(\nu+L+1)^{-2}$. Its derivative with respect to $L$, treated as a continuous parameter, is $1/n^3$. By the Hellmann-Feynman theorem it also equals the mean of $\partial h/\partial L$, which is $(L+\tfrac12)\langle r^{-2}\rangle$. Together these give

$$
\langle r^{-3}\rangle=\frac{1}{n^3L(L+\frac12)(L+1)} .
$$

The spin operators are now sorted by their behaviour under exchange of the spins. Since $\mathbf l_1=0$ in the core, $\mathbf l$ is the total orbital angular momentum $\mathbf L$. With $\mathbf D=\mathbf s_2-\mathbf s_1$ one has $\mathbf s_2=\tfrac12(\mathbf S+\mathbf D)$ and $\mathbf s_1=\tfrac12(\mathbf S-\mathbf D)$, so that

$$
\tfrac12\left(\mathbf L\cdot\mathbf s_2-2\,\mathbf L\cdot\mathbf s_1\right)
=\tfrac14\mathbf L\cdot(\mathbf S+\mathbf D)-\tfrac12\mathbf L\cdot(\mathbf S-\mathbf D)
=-\tfrac14\,\mathbf L\cdot\mathbf S+\tfrac34\,\mathbf L\cdot\mathbf D .
$$

The operators $\mathbf L\cdot\mathbf S$ and the spin-spin term are even under spin exchange and cannot connect singlet with triplet. The operator $\mathbf L\cdot\mathbf D$ is odd, so it does nothing else. All terms conserve $J$. The singlet has $J=L$ and the triplet has $J=L-1,L,L+1$, so mixing is confined to the pair with $J=L$.

The even part comes first. From $\mathbf L\cdot\mathbf S=\tfrac12[J(J+1)-L(L+1)-2]$ in the triplet, its value $X$ is $L$ for $J=L+1$, $-1$ for $J=L$, and $-(L+1)$ for $J=L-1$. For the spin-spin term, square $\mathbf S\cdot\mathbf n$ to find $(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)=\tfrac12(\mathbf S\cdot\mathbf n)^2-\tfrac14$. With $\mathbf s_1\cdot\mathbf s_2=\tfrac12\mathbf S^2-\tfrac34$ the constants cancel, and the bracket in $H_{\rm m}$ becomes

$$
T=\tfrac12\left[\mathbf S^2-3(\mathbf S\cdot\mathbf n)^2\right]=-\tfrac32\sum_{ij}S_iS_j\left(n_in_j-\tfrac13\delta_{ij}\right),
$$

which is zero in the singlet. Within states of one $L$, the Wigner-Eckart theorem makes the symmetric traceless tensor of $\mathbf n$ proportional to that of $\mathbf L$:

$$
n_in_j-\tfrac13\delta_{ij}\to c\left[L_iL_j+L_jL_i-\tfrac23\delta_{ij}L(L+1)\right].
$$

The constant follows from the $zz$ element in the state with $m=L$, whose angular density is proportional to $(1-x^2)^L$ with $x=\cos\theta$. Integration by parts gives

$$
\int_{-1}^1x^2(1-x^2)^Ldx=\frac{1}{2L+2}\int_{-1}^1(1-x^2)^{L+1}dx .
$$

Writing $(1-x^2)^{L+1}=(1-x^2)^L-x^2(1-x^2)^L$ on the right and collecting terms yields $\langle x^2\rangle=1/(2L+3)$. The left side of the proportionality is then $-2L/[3(2L+3)]$, the right side is $c\,\tfrac23L(2L-1)$, and $c=-1/[(2L-1)(2L+3)]$.

In the double sum, $\sum S_iS_jL_iL_j=X^2$. The other order differs by a commutator, $L_jL_i=L_iL_j-i\sum_k\epsilon_{ijk}L_k$. Because $\sum_{ij}\epsilon_{ijk}S_iS_j=iS_k$, it contributes $X^2+X$. With $\mathbf S^2=2$,

$$
T=\frac{3}{2(2L-1)(2L+3)}\left[2X^2+X-\tfrac43L(L+1)\right].
$$

For $X=L$ the square bracket is $L(2L-1)/3$, for $X=-1$ it is $-(2L-1)(2L+3)/3$, and for $X=-(L+1)$ it is $(L+1)(2L+3)/3$. The values of $T$ are therefore

$$
T_{L+1}=\frac{L}{2(2L+3)},\qquad T_L=-\frac12,\qquad T_{L-1}=\frac{L+1}{2(2L-1)} .
$$

Weighted with $2J+1$ they sum to $\tfrac12L-\tfrac12(2L+1)+\tfrac12(L+1)=0$, as a traceless tensor requires. Adding $-X/4$ gives the magnetic energies of the triplet in units of $\beta$. For $J=L$ this is $\tfrac14-\tfrac12=-\tfrac14$, and the other two are combined over a common denominator below.

The odd part needs the action of $\mathbf D$ on the singlet spin function $|s\rangle$. Since $\mathbf S|s\rangle=0$, one may replace $\mathbf s_2$ by $-\mathbf s_1$, so $D_j|s\rangle=-2s_{1j}|s\rangle$. Then $\langle D_iD_j\rangle=4\langle s_{1i}s_{1j}\rangle=\delta_{ij}$, because the antisymmetric part of $s_{1i}s_{1j}$ is proportional to $\mathbf s_1$, whose mean vanishes in a singlet. The squared norm of $\mathbf L\cdot\mathbf D$ acting on the singlet level is thus $\langle\mathbf L^2\rangle=L(L+1)$. For given $J=L$ and $M$ there is a single triplet state to receive it. With its phase chosen suitably, the coupling is

$$
W=\tfrac34\,\beta\sqrt{L(L+1)} .
$$

Measured from the mean electrostatic energy of singlet and triplet, the matrix for the levels $^1L_L$, $^3L_L$, $^3L_{L+1}$, $^3L_{L-1}$, in this order, is

$$
\begin{pmatrix}
K&W&0&0\\
W&-K-\frac{\beta}{4}&0&0\\
0&0&-K-\frac{\beta L(2L+1)}{4(2L+3)}&0\\
0&0&0&-K+\frac{\beta(L+1)(2L+1)}{4(2L-1)}
\end{pmatrix}.
$$

The numerical check diagonalizes $H_{\rm m}+H_{\rm ex}$ in the full space of $\mathbf l$, $\mathbf s_1$ and $\mathbf s_2$, without using $J$, $\mathbf D$ or the tensor identity. It finds these four levels with their multiplicities $2J+1$.

The four fine-structure levels are now described by one matrix in $K$, $\beta$ and $W$, in which only the two levels with $J=L$ mix. It remains to find how the exchange integral $K$ depends on $L$ and how its competition with $W$ sets the singlet weight.
